# Recovering quantum-dot tunnelling rates from a charge detector of finite bandwidth: verification in Python

```python
# Result under test: true tunnelling rates of a dot from apparent dwell times,
#   a = a_app*g/(g-a_app-b_app),  b = b_app*g/(g-a_app-b_app).
# a: rate empty->occupied, b: rate occupied->empty, g: detector response rate,
# a_app, b_app: inverse mean apparent dwells in readings 0 and 1.
# State (n, m): n = true occupation, m = detector reading.
# Rates are in 1/ms and times in ms unless a printed label says otherwise.
import math
import numpy as np
from scipy.constants import e as q_e, k as k_B
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded
from scipy.special import ndtr

STATES = [(0, 0), (1, 0), (0, 1), (1, 1)]


def generator(a, b, g_up, g_down, s=0.0):
    """Row-to-column rates; s is a counting field on upward reading jumps."""
    w = np.zeros((4, 4))
    for i, (n, m) in enumerate(STATES):
        rate = a if n == 0 else b
        w[i, STATES.index((1 - n, m))] += rate
        w[i, i] -= rate
        if n != m:
            rate = g_up if n == 1 else g_down
            w[i, STATES.index((n, n))] += rate * (math.exp(s) if n == 1 else 1.0)
            w[i, i] -= rate
    return w


def reading_block(w, m):
    idx = [i for i, st in enumerate(STATES) if st[1] == m]
    return w[np.ix_(idx, idx)], m   # second item: index of start state n = m


def dwell_moments(w, m):
    block, start = reading_block(w, m)
    first = np.linalg.solve(-block, np.ones(2))
    second = 2 * np.linalg.solve(-block, first)
    return first[start], second[start] - first[start]**2


def dwell_density(w, m, t):
    block, start = reading_block(w, m)
    return expm(block * t)[start] @ (-block.sum(axis=1))


def recover(a_app, b_app, g):
    if a_app + b_app >= g:
        raise ValueError("apparent rates incompatible with detector rate")
    factor = g / (g - a_app - b_app)
    return a_app * factor, b_app * factor


def decay_roots(rate, total, g):
    root = math.sqrt((total + g)**2 - 4 * rate * g)
    return (total + g - root) / 2, (total + g + root) / 2


def relative_errors(a, b, g, cycles):
    """Statistical relative errors of recovered a and b, with g known."""
    total = a + b
    c0 = math.sqrt((1 - 2 * a * g / (total + g)**2) / cycles)
    c1 = math.sqrt((1 - 2 * b * g / (total + g)**2) / cycles)
    return (math.hypot((1 + a / g) * c0, b / g * c1),
            math.hypot((1 + b / g) * c1, a / g * c0))


def fano_pair(a, b, g):
    total = a + b
    true = (a * a + b * b) / total**2
    return true, true - 2 * a * b * g / (total * (total + g)**2)


# Tests of the closed forms against the four-state generator
rng = np.random.default_rng(20)
max_recovery_error = 0.0
for a, b, g in [(4., 9., 40.), (7., 2., 5.), (0.3, 11., 6.), (20., 15., 30.)]:
    total = a + b
    w = generator(a, b, g, g)
    (t0, v0), (t1, v1) = dwell_moments(w, 0), dwell_moments(w, 1)
    assert np.isclose(t0, (total + g) / (a * g), rtol=1e-10)
    assert np.isclose(t1, (total + g) / (b * g), rtol=1e-10)
    assert np.isclose(v0 / t0**2, 1 - 2 * a * g / (total + g)**2, rtol=1e-9)
    assert np.isclose(v1 / t1**2, 1 - 2 * b * g / (total + g)**2, rtol=1e-9)
    found = np.array(recover(1 / t0, 1 / t1, g))
    err = np.max(np.abs(found / np.array([a, b]) - 1))
    max_recovery_error = max(max_recovery_error, err)
    assert err < 1e-10
    # stationary fluxes: true and apparent cycle rates
    system = np.vstack([w.T, np.ones(4)])
    p = np.linalg.lstsq(system, np.array([0, 0, 0, 0, 1.]), rcond=None)[0]
    true_flux = a * (p[0] + p[2])
    app_flux = g * p[1]
    assert np.isclose(true_flux, a * b / total, rtol=1e-9)
    assert np.isclose(app_flux / true_flux, g / (total + g), rtol=1e-9)
    # dwell densities, and the second parameter set with the same record
    twin = generator(a * g / total, b * g / total, total, total)
    for m, rate in ((0, a), (1, b)):
        slow, fast = decay_roots(rate, total, g)
        for t in (0.0, 0.03, 0.2, 0.9):
            direct = dwell_density(w, m, t)
            formula = rate * g * (math.exp(-slow*t) - math.exp(-fast*t))
            formula /= fast - slow
            assert np.isclose(direct, formula, rtol=1e-8, atol=1e-10)
            assert np.isclose(direct, dwell_density(twin, m, t),
                              rtol=1e-8, atol=1e-10)
    # counting noise from the dominant eigenvalue
    h = 1e-3
    ev = [np.max(np.linalg.eigvals(generator(a, b, g, g, s)).real)
          for s in (-h, 0, h)]
    fano_num = ((ev[2] - 2*ev[1] + ev[0]) / h**2) / ((ev[2] - ev[0]) / (2*h))
    assert np.isclose(fano_num, fano_pair(a, b, g)[1], rtol=1e-4)
    # the same eigenvalue with a very fast detector gives the true noise
    gf = 1e5
    ev = [np.max(np.linalg.eigvals(generator(a, b, gf, gf, s)).real)
          for s in (-0.01, 0, 0.01)]
    fano_fast = ((ev[2]-2*ev[1]+ev[0]) / 1e-4) / ((ev[2]-ev[0]) / 0.02)
    assert np.isclose(fano_fast, fano_pair(a, b, g)[0], rtol=2e-3)
    # sensitivity to the calibration of the detector
    step = 1e-5
    up = recover(1 / t0, 1 / t1, g * (1 + step))[0]
    down = recover(1 / t0, 1 / t1, g * (1 - step))[0]
    assert np.isclose((up - down) / (2 * step * a), -total / g, rtol=1e-5)

# Worked example
a, b, g = 4.0, 9.0, 40.0
total = a + b
w = generator(a, b, g, g)
tau0, tau1 = dwell_moments(w, 0)[0], dwell_moments(w, 1)[0]
a_app, b_app = 1 / tau0, 1 / tau1
slow0, fast0 = decay_roots(a, total, g)


def simulate_records(records, cycles):
    """Jump-by-jump trajectories; returns mean apparent dwells per record."""
    n = np.zeros(records, dtype=int)
    m = np.zeros(records, dtype=int)
    done = np.zeros(records, dtype=int)
    time = np.zeros((2, records))
    column = np.arange(records)
    live = done < cycles
    while live.any():
        dot_rate = np.where(n == 0, a, b)
        det_rate = np.where(n != m, g, 0.0)
        all_rate = dot_rate + det_rate
        wait = rng.exponential(size=records) / all_rate
        time[m, column] += wait * live
        detector = rng.random(records) * all_rate < det_rate
        flip = live & detector
        done += flip & (m == 1)
        m = np.where(flip, n, m)
        n = np.where(live & ~detector, 1 - n, n)
        live = done < cycles
    return time / cycles


records, cycles = 400, 2000
means = simulate_records(records, cycles)
estimates = np.array([recover(1/x, 1/y, g) for x, y in means.T])
predicted = np.array(relative_errors(a, b, g, cycles))
scatter = estimates.std(axis=0, ddof=1) / np.array([a, b])
average = estimates.mean(axis=0)
assert np.all(np.abs(scatter / predicted - 1) < 0.16)  # 400-record scatter
assert np.all(np.abs(average / np.array([a, b]) - 1)
              < 4 * predicted / math.sqrt(records) + 2 / cycles)
one_a, one_b = estimates[0]
one_err = relative_errors(one_a, one_b, g, cycles)

# Neglected effect: real filter with memory and hysteresis thresholds
high, low = 0.65, 0.35


def filter_bias(g_match, n_events):
    """Relative bias after inversion; isolated-step delay equals 1/g_match."""
    tau = 1 / (g_match * math.log(1 / (1 - high)))
    empty = rng.exponential(1 / a, n_events)
    full = rng.exponential(1 / b, n_events)
    decay_e, decay_f = np.exp(-empty / tau), np.exp(-full / tau)
    x, m, t, last = 0.0, 0, 0.0, 0.0
    sums, counts = [0.0, 0.0], [0, 0]
    for te, tf, de, df in zip(empty.tolist(), full.tolist(),
                              decay_e.tolist(), decay_f.tolist()):
        if m == 1:
            delay = tau * math.log(x / low)
            if delay < te:
                sums[1] += t + delay - last
                counts[1] += 1
                last, m = t + delay, 0
        x *= de
        t += te
        if m == 0:
            delay = tau * math.log((1 - x) / (1 - high))
            if delay < tf:
                sums[0] += t + delay - last
                counts[0] += 1
                last, m = t + delay, 1
        x = 1 - (1 - x) * df
        t += tf
    raw = (counts[0] / sums[0], counts[1] / sums[1])
    fixed = recover(raw[0], raw[1], g_match)
    return (tau, raw[0]/a - 1, raw[1]/b - 1, fixed[0]/a - 1, fixed[1]/b - 1)


n_events = 500000
filt = filter_bias(g, n_events)
filt_fast = filter_bias(4 * g, n_events)
assert abs(filt[3]) < abs(filt[1]) / 2 and abs(filt[4]) < abs(filt[2]) / 2
assert max(abs(filt_fast[3]), abs(filt_fast[4])) < 0.01
filter_mc_error = max(relative_errors(a, b, g, n_events))

# Neglected effect: unequal response to upward and downward steps
g_up, g_down = 1.1 * g, 0.9 * g
w_asym = generator(a, b, g_up, g_down)
asym = recover(1 / dwell_moments(w_asym, 0)[0],
               1 / dwell_moments(w_asym, 1)[0], g)

# Neglected effect: amplifier noise after the filter (step height = 1)
sigma = 0.12
z_far, z_near = high / sigma, (1 - high) / sigma
passage = math.sqrt(2*math.pi) * quad(
    lambda y: math.exp(y*y/2) * ndtr(y), 0, z_far)[0]
recross = (quad(lambda y: math.exp(y*y/2), 0, z_near)[0]
           / quad(lambda y: math.exp(y*y/2), 0, (1-low)/sigma)[0])


def backward_solution(left, right, source, reflect, right_value):
    """Finite differences for u'' - y*u' = source."""
    y = np.linspace(left, right, 3001)
    h = y[1] - y[0]
    bands = np.zeros((3, y.size))
    rhs = np.full(y.size, source)
    bands[0, 2:] = 1/h**2 - y[1:-1]/(2*h)
    bands[1, 1:-1] = -2/h**2
    bands[2, :-2] = 1/h**2 + y[1:-1]/(2*h)
    bands[1, 0] = bands[1, -1] = 1.0
    bands[0, 1] = -1.0 if reflect else 0.0
    rhs[0], rhs[-1] = 0.0, right_value
    return y, solve_banded((1, 1), bands, rhs)


y, u = backward_solution(-7, z_far, -1.0, True, 0.0)
assert np.isclose(np.interp(0, y, u), passage, rtol=5e-3)
y, u = backward_solution(0, (1-low)/sigma, 0.0, False, 1.0)
assert np.isclose(np.interp(z_near, y, u), recross, rtol=5e-3)
false_fraction = max(tau0, tau1) / (passage * filt[0])

# Neglected effect: thermal back-flow, level midway in the bias window
bias_mV, temperature = 1.0, 0.2
backflow = 1 / (math.exp(q_e*bias_mV*1e-3/2 / (k_B*temperature)) + 1)

to_aA = q_e * 1e3 * 1e18
fano_true, fano_app = fano_pair(a, b, g)
print(f"true rates a, b: {a:.3f}, {b:.3f} 1/ms")
print(f"detector rate g: {g:.3f} 1/ms; mean delay {1e3/g:.2f} us")
print(f"mean apparent dwells, readings 0, 1: {1e3*tau0:.2f}, {1e3*tau1:.2f} us")
print(f"true mean dwells, empty, occupied: {1e3/a:.2f}, {1e3/b:.2f} us")
print(f"apparent rates a*, b*: {a_app:.4f}, {b_app:.4f} 1/ms")
print(f"correction factor g/(g-a*-b*): {g/(g-a_app-b_app):.4f}")
print(f"largest relative error of exact inversion: {max_recovery_error:.1e}")
print(f"missed fraction of cycles: {100*total/(total+g):.2f} %")
print(f"reading-0 decay rates, slow, fast: {slow0:.4f}, {fast0:.4f} 1/ms")
print(f"twin solution a', b', g': {a*g/total:.3f}, {b*g/total:.3f}, "
      f"{total:.3f} 1/ms")
print(f"current, true: {to_aA*a*b/total:.2f} aA")
print(f"current, from apparent counts: {to_aA/(tau0+tau1):.2f} aA")
print(f"Fano factor, true, apparent: {fano_true:.4f}, {fano_app:.4f}")
print(f"synthetic record: {cycles} cycles, "
      f"{means[:, 0].sum()*cycles/1e3:.3f} s")
print(f"record mean dwells 0, 1: {1e3*means[0,0]:.2f}, "
      f"{1e3*means[1,0]:.2f} us")
print(f"record apparent rates: {1/means[0,0]:.4f}, {1/means[1,0]:.4f} 1/ms")
print(f"record recovered a: {one_a:.3f} +/- {one_a*one_err[0]:.3f} 1/ms")
print(f"record recovered b: {one_b:.3f} +/- {one_b*one_err[1]:.3f} 1/ms")
print(f"number of test records: {records}")
print(f"mean recovered a, b over records: {average[0]:.4f}, "
      f"{average[1]:.4f} 1/ms")
print(f"predicted relative errors a, b: {100*predicted[0]:.2f}, "
      f"{100*predicted[1]:.2f} %")
print(f"observed relative scatter a, b: {100*scatter[0]:.2f}, "
      f"{100*scatter[1]:.2f} %")
print(f"linear shift of a and b if g is 10 % high: {-10*total/g:.2f} %")
print(f"filter thresholds, low, high: {low:.2f}, {high:.2f} of step")
print(f"filter time constant: {1e3*filt[0]:.2f} us; "
      f"bandwidth {1/(2*math.pi*filt[0]):.2f} kHz")
print(f"filter, uncorrected bias a, b: {100*filt[1]:.2f}, {100*filt[2]:.2f} %")
print(f"filter, bias after inversion a, b: {100*filt[3]:.2f}, "
      f"{100*filt[4]:.2f} %")
print(f"four times faster filter, uncorrected bias a, b: "
      f"{100*filt_fast[1]:.2f}, {100*filt_fast[2]:.2f} %")
print(f"four times faster filter, bias after inversion a, b: "
      f"{100*filt_fast[3]:.2f}, {100*filt_fast[4]:.2f} %")
print(f"approximate simulation error of these biases: "
      f"{100*filter_mc_error:.2f} %")
print(f"unequal response up, down: {g_up:.1f}, {g_down:.1f} 1/ms")
print(f"bias from unequal response a, b: {100*(asym[0]/a-1):.2f}, "
      f"{100*(asym[1]/b-1):.2f} %")
print(f"amplifier noise rms: {sigma:.2f} of step")
print(f"false triggers per longest mean dwell: {false_fraction:.1e}")
print(f"noise recrossing probability per transition: {recross:.1e}")
print(f"bias voltage: {bias_mV:.1f} mV; temperature: {temperature:.1f} K")
print(f"thermal back-flow occupation factor: {backflow:.1e}")
print("no test failed")
```

Running it gives:

```
true rates a, b: 4.000, 9.000 1/ms
detector rate g: 40.000 1/ms; mean delay 25.00 us
mean apparent dwells, readings 0, 1: 331.25, 147.22 us
true mean dwells, empty, occupied: 250.00, 111.11 us
apparent rates a*, b*: 3.0189, 6.7925 1/ms
correction factor g/(g-a*-b*): 1.3250
largest relative error of exact inversion: 2.2e-16
missed fraction of cycles: 24.53 %
reading-0 decay rates, slow, fast: 3.2137, 49.7863 1/ms
twin solution a', b', g': 12.308, 27.692, 13.000 1/ms
current, true: 443.68 aA
current, from apparent counts: 334.85 aA
Fano factor, true, apparent: 0.5740, 0.4951
synthetic record: 2000 cycles, 0.947 s
record mean dwells 0, 1: 326.55, 147.04 us
record apparent rates: 3.0623, 6.8008 1/ms
record recovered a: 4.065 +/- 0.096 1/ms
record recovered b: 9.026 +/- 0.214 1/ms
number of test records: 400
mean recovered a, b over records: 4.0108, 8.9983 1/ms
predicted relative errors a, b: 2.36, 2.37 %
observed relative scatter a, b: 2.37, 2.30 %
linear shift of a and b if g is 10 % high: -3.25 %
filter thresholds, low, high: 0.35, 0.65 of step
filter time constant: 23.81 us; bandwidth 6.68 kHz
filter, uncorrected bias a, b: -25.97, -24.04 %
filter, bias after inversion a, b: -1.96, 0.61 %
four times faster filter, uncorrected bias a, b: -7.35, -7.58 %
four times faster filter, bias after inversion a, b: 0.18, -0.07 %
approximate simulation error of these biases: 0.15 %
unequal response up, down: 44.0, 36.0 1/ms
bias from unequal response a, b: 1.90, -3.01 %
amplifier noise rms: 0.12 of step
false triggers per longest mean dwell: 1.2e-05
noise recrossing probability per transition: 6.4e-05
bias voltage: 1.0 mV; temperature: 0.2 K
thermal back-flow occupation factor: 2.5e-13
no test failed
```
